# The four spin levels of a phosphorus donor in a magnetic field

## Question

I have a neutral phosphorus donor in silicon: one bound electron with spin 1/2, one nucleus with spin 1/2, and a contact coupling of 117.5 MHz. I want all four energy levels as functions of the magnetic field $B$.

I took the field along $z$, kept the product $S_zI_z$ from the coupling, and added the two Zeeman energies. That gives four straight lines. At $B=0$, however, I get two levels at $+A/4$ and two at $-A/4$, while adding the two spins to a total spin of 1 or 0 tells me that there should be three levels together and one apart. At high field my lines look reasonable.

What have I lost, and how do I get levels that hold at any field? Do they keep the same order as the field grows?

## Answer

You have lost the part of the coupling that exchanges spin between the electron and the nucleus. It hardly moves the levels when the electron Zeeman energy is much larger than the coupling, which is why your lines look reasonable at high field. At zero field it shifts two of the levels by $\pm A/2$, twice the size of the $A/4$ shifts from the part you kept.

### The Hamiltonian and its signs

I divide all energies by $h$ and quote them in MHz. The spin operators are dimensionless. The electron's magnetic moment is opposite to its spin, so its energy $-\boldsymbol\mu\cdot\mathbf B$ is positive for spin up. The phosphorus nucleus has its moment along its spin, so its Zeeman term has the other sign:

$$
H=\gamma_e B S_z-\gamma_n B I_z+A\,\mathbf S\cdot\mathbf I ,\qquad \gamma_e=\frac{g\mu_B}{h}.
$$

This assumes an isolated orbital ground state and an isotropic coupling. Strain and the magnetic silicon-29 nuclei are left out.

With $S_\pm=S_x\pm iS_y$ and $I_\pm=I_x\pm iI_y$,

$$
S_+I_-=S_xI_x+S_yI_y+i(S_yI_x-S_xI_y),
$$

and $S_-I_+$ is the same with $i\to-i$. In the sum the imaginary parts cancel, so

$$
\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12\left(S_+I_-+S_-I_+\right).
$$

The second term is the missing one. It turns $|\!\downarrow\Uparrow\rangle$ into $|\!\uparrow\Downarrow\rangle$ and back, where the first arrow is the electron and the second the nucleus. It raises one spin and lowers the other, so $M=S_z+I_z$ is conserved.

### The two straight levels

The states $|\!\uparrow\Uparrow\rangle$ and $|\!\downarrow\Downarrow\rangle$ are the sole states with $M=1$ and $M=-1$. Nothing can mix with them, and your method is right for these two. Defining $\gamma_\pm=\gamma_e\pm\gamma_n$,

$$
E_{\uparrow\Uparrow}=\frac{\gamma_eB}{2}-\frac{\gamma_nB}{2}+\frac A4=\frac A4+\frac{\gamma_-B}{2},
$$

$$
E_{\downarrow\Downarrow}=-\frac{\gamma_eB}{2}+\frac{\gamma_nB}{2}+\frac A4=\frac A4-\frac{\gamma_-B}{2}.
$$

### The two curved levels

The other two states both have $M=0$. For $|\!\uparrow\Downarrow\rangle$ the Zeeman terms add to $+\gamma_+B/2$, for $|\!\downarrow\Uparrow\rangle$ to $-\gamma_+B/2$, and $AS_zI_z$ gives $-A/4$ in both. The exchange term supplies the off-diagonal element $A/2$. In the order $\uparrow\Downarrow,\ \downarrow\Uparrow$,

$$
H_0=-\frac A4+\frac12\begin{pmatrix}\gamma_+B & A\\ A& -\gamma_+B\end{pmatrix}.
$$

Let $\varepsilon=E+A/4$. The determinant condition is

$$
\left(\frac{\gamma_+B}{2}-\varepsilon\right)\left(-\frac{\gamma_+B}{2}-\varepsilon\right)-\frac{A^2}{4}=0
\quad\Rightarrow\quad
\varepsilon^2=\frac{\gamma_+^2B^2+A^2}{4}.
$$

Hence

$$
E_\pm=-\frac A4\pm\frac R2,\qquad R=\sqrt{A^2+\gamma_+^2B^2}.
$$

Together with the two straight levels, this is the full solution of the model at any field. The four energies add up to zero, as they must because $H$ has zero trace.

### What the mixed states are

Set $\cos\theta=\gamma_+B/R$ and $\sin\theta=A/R$. The matrix part of $H_0$ is then

$$
\frac R2\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix}.
$$

Acting on the column $(\cos\frac\theta2,\sin\frac\theta2)$, the bracketed matrix gives $\cos(\theta-\frac\theta2)$ in the first row and $\sin(\theta-\frac\theta2)$ in the second, which is the same column. Its eigenvalue is therefore $+R/2$, and the orthogonal column belongs to $-R/2$:

$$
|+\rangle=\cos\tfrac\theta2\,|\!\uparrow\Downarrow\rangle+\sin\tfrac\theta2\,|\!\downarrow\Uparrow\rangle,\qquad
|-\rangle=\cos\tfrac\theta2\,|\!\downarrow\Uparrow\rangle-\sin\tfrac\theta2\,|\!\uparrow\Downarrow\rangle .
$$

Since $dR/dB=\gamma_+^2B/R$, the slopes are $dE_\pm/dB=\pm\frac12\gamma_+\cos\theta$. At zero field $\theta=\pi/2$: both product states have equal weight, the average of each spin along $z$ vanishes, and the curved levels start out flat.

### Low and high field

At $B=0$, $R=A$. Then $E_+=A/4$ joins the two straight levels in a triplet, and $E_-=-3A/4$ is the singlet. This is the three-and-one pattern you expected, with splitting $A$.

The dimensionless field $x=\gamma_+B/A$ separates the two regimes, since $R=A\sqrt{1+x^2}$. For $x\ll1$, $\sqrt{1+x^2}\approx1+x^2/2$ and

$$
E_\pm\approx-\frac A4\pm\frac A2\left(1+\frac{x^2}{2}\right).
$$

For $x\gg1$, write $\sqrt{1+x^2}=x\sqrt{1+1/x^2}\approx x+1/(2x)$, so that

$$
E_\pm\approx-\frac A4\pm\left(\frac{\gamma_+B}{2}+\frac{A}{4x}\right).
$$

The first two contributions are your straight lines. The last one, $A/(4x)$, is the leading error you make by dropping the exchange term.

### Numbers

I use $g=2$, close to the donor electron's value, and the rounded nuclear ratio $\gamma_n=17.2$ MHz/T. Then $\gamma_e=27992.49$, $\gamma_+=28009.69$ and $\gamma_-=27975.29$ MHz/T. The value $x=1$ is reached at 4.2 mT.

At 5 mT, $\gamma_-B/2=69.938$ MHz and $\gamma_+B=140.048$ MHz, so

$$
R=\sqrt{117.5^2+140.048^2}\ \text{MHz}=182.811\ \text{MHz}.
$$

With $A/4=29.375$ MHz the levels are

- $E_{\uparrow\Uparrow}=29.375+69.938=99.31$ MHz
- $E_+=-29.375+182.811/2=62.03$ MHz
- $E_{\downarrow\Downarrow}=29.375-69.938=-40.56$ MHz
- $E_-=-29.375-182.811/2=-120.78$ MHz

The same steps at other fields give, in MHz:

| $B$ (mT) | $E_{\uparrow\Uparrow}$ | $E_+$ | $E_{\downarrow\Downarrow}$ | $E_-$ |
|---|---|---|---|---|
| 0 | 29.4 | 29.4 | 29.4 | −88.1 |
| 2 | 57.4 | 35.7 | 1.4 | −94.5 |
| 5 | 99.3 | 62.0 | −40.6 | −120.8 |
| 20 | 309.1 | 256.8 | −250.4 | −315.6 |
| 350 | 4925.1 | 4872.7 | −4866.3 | −4931.4 |

The zero-field splitting of 117.5 MHz is 0.486 μeV. The decimals belong to the model with these inputs: at 350 mT, a change of 0.1% in $g$ would move each level by about 5 MHz.

Your straight line for the upper $M=0$ level gives 40.6 MHz at 5 mT, which is 21.4 MHz too low. There $|+\rangle$ is 88% $\uparrow\Downarrow$ and 12% $\downarrow\Uparrow$. At 350 mT, where $x=83.4$, the line is too low by just 0.35 MHz, in agreement with $A/(4x)=117.5/(4\times83.4)$ MHz.

### Does the order stay the same?

No: the top two levels exchange places once. Setting $E_{\uparrow\Uparrow}=E_+$ gives $A+\gamma_-B=R$. Both sides are positive, so squaring adds no false root:

$$
A^2+2A\gamma_-B+\gamma_-^2B^2=A^2+\gamma_+^2B^2 .
$$

Because $\gamma_+^2-\gamma_-^2=4\gamma_e\gamma_n$, this becomes $2A\gamma_-B=4\gamma_e\gamma_nB^2$. Apart from $B=0$, the solution is

$$
B_c=\frac{A\gamma_-}{2\gamma_e\gamma_n}=\frac{117.5\times27975.29}{2\times27992.49\times17.2}\ \text{T}\approx3.41\ \text{T}.
$$

At such a field both states have the electron essentially up, and they differ in the nuclear direction. The coupling favours $\Downarrow$ by about $A/2$, and the nuclear Zeeman energy favours $\Uparrow$ by $\gamma_nB$. Above $B_c$ the second wins. The levels cross without repelling because their $M$ values differ; an added interaction that does not conserve $M$ could open a gap.

The other levels keep their places for $B>0$. The difference $E_{\uparrow\Uparrow}-E_{\downarrow\Downarrow}=\gamma_-B$ is positive. The difference $E_+-E_{\downarrow\Downarrow}=\frac12(R-A+\gamma_-B)$ is positive because $R>A$, and $E_{\downarrow\Downarrow}-E_-=\frac12(A+R-\gamma_-B)$ is positive because $R>\gamma_+B>\gamma_-B$.

### What magnetic resonance sees

At high field two transitions flip mainly the electron:

$$
E_{\uparrow\Uparrow}-E_-=\tfrac12(\gamma_-B+R+A),\qquad
E_+-E_{\downarrow\Downarrow}=\tfrac12(\gamma_-B+R-A).
$$

At a fixed field they differ by $A$, however strong the mixing. At 350 mT they are 9856.5 and 9739.0 MHz; at 5 mT they are 220.1 and 102.6 MHz. If you fix the frequency and sweep the field instead, the two resonances occur at different $B$ and so at different $R$, and this simple subtraction no longer applies.

Two more transitions flip mainly the nucleus at high field:

$$
E_{\uparrow\Uparrow}-E_+=\tfrac12(A+\gamma_-B-R),\qquad
E_{\downarrow\Downarrow}-E_-=\tfrac12(A-\gamma_-B+R).
$$

Their sum is $A$; the first changes sign at $B_c$. At 350 mT they are 52.4 and 65.1 MHz. To leading order they are $A/2\mp\gamma_nB$, that is $58.75\mp6.02$ MHz, and the mixing shift of 0.35 MHz accounts for the rest.

The mixing matters for the strength of these transitions even where it hardly moves the levels. An oscillating field along $x$ acts through $\gamma_eS_x-\gamma_nI_x$. Between $|+\rangle$ and $|\!\uparrow\Uparrow\rangle$, $S_x$ acts on the $\downarrow\Uparrow$ part and $I_x$ on the $\uparrow\Downarrow$ part, so the matrix element is

$$
\tfrac12\left(\gamma_e\sin\tfrac\theta2-\gamma_n\cos\tfrac\theta2\right).
$$

At 350 mT the weight $\sin^2\frac\theta2$ is $3.6\times10^{-5}$, so $\sin\frac\theta2\approx0.006$ and the electron term is about $28000\times0.006\approx168$ MHz/T, against 17.2 MHz/T for the nucleus. The small electron admixture therefore contributes about ten times as much to the drive as the nuclear moment itself.

Numerical diagonalization of the full $4\times4$ matrix confirms the levels. Diagonalization of its $M=0$ block confirms the mixed states and, together with the two straight levels, the crossing. The numerical output below lists the values from the formulas and the numerical crossing field.

## Computed values

```
Contact coupling A = 117.5 MHz
Electron g factor (rounded input) = 2.0
Electron ratio gamma_e = 27992.49 MHz/T
Nuclear ratio gamma_n (rounded input) = 17.2 MHz/T
gamma_plus = 28009.69 MHz/T
gamma_minus = 27975.29 MHz/T
Field where x = 1: 4.1950 mT
Zero-field splitting A = 0.4859 micro-eV
Levels in MHz: up-up, plus, down-down, minus
B = 0 mT, x = 0.0000: 29.375, 29.375, 29.375, -88.125
B = 2 mT, x = 0.4768: 57.350, 35.710, 1.400, -94.460
B = 5 mT, x = 1.1919: 99.313, 62.030, -40.563, -120.780
B = 20 mT, x = 4.7676: 309.128, 256.817, -250.378, -315.567
B = 350 mT, x = 83.4331: 4925.051, 4872.673, -4866.301, -4931.423
At B = 5 mT:
  gamma_minus B/2 = 69.938 MHz
  gamma_plus B = 140.048 MHz
  R = 182.811 MHz
  cos(theta) = 0.766084
  weight of up-down in plus = 0.883042
  weight of down-up in plus = 1.170e-01
  plus level without mixing = 40.649 MHz
  upward shift by mixing = 21.381 MHz
  electron gap up-up to minus = 220.094 MHz
  electron gap plus to down-down = 102.594 MHz
  nuclear gap up-up to plus = 37.283 MHz
  nuclear gap down-down to minus = 80.217 MHz
At B = 350 mT:
  gamma_minus B/2 = 4895.676 MHz
  gamma_plus B = 9803.391 MHz
  R = 9804.096 MHz
  cos(theta) = 0.999928
  weight of up-down in plus = 0.999964
  weight of down-up in plus = 3.591e-05
  plus level without mixing = 4872.321 MHz
  upward shift by mixing = 0.352 MHz
  electron gap up-up to minus = 9856.474 MHz
  electron gap plus to down-down = 9738.974 MHz
  nuclear gap up-up to plus = 52.378 MHz
  nuclear gap down-down to minus = 65.122 MHz
Crossing field, formula = 3.4136 T
Crossing field, numerical root = 3.4136 T
```
